Why a short-period Si-Ge superlattice can conduct less heat than the alloy

Two model solids hold equal numbers of light and heavy atoms, with masses 28 and 73 u. In one the atoms are mixed at random. In the other they form layers, with a period of 4 nm and a mixed zone 0.5 nm wide at each interface. At 300 K the random alloy conducts 10.1 W/(m K), and the layered solid, across its layers, 7.1 W/(m K). The more ordered solid is the worse conductor. Between 0.60 and 2.80 THz the contrast is far sharper: these phonons carry 4.90 W/(m K) in the alloy and 0.51 in the superlattice. Above 2.80 THz the order is reversed, with 1.86 in the alloy and 3.20 in the superlattice.

The explanation must therefore account for a loss, a gain and the balance between them.

**Counting heat by channels**

The model has three alike phonon branches, each a scalar wave with ω = vk up to a Debye cutoff. Stiffness and atomic volume V0 are the same everywhere, so that v ∝ M^(−1/2). Heat flows along z, across the layers, and collisions are described by an energy lifetime τ, with mean free path Λ = vτ.

A channel is a wave of given branch, frequency ω and transverse wavevector k∥. Its states have density dk_z/2π and move at v_z = dω/dk_z, so the product of density and speed is dω/2π whatever the medium. In a temperature gradient the occupation n of the forward wave departs from equilibrium by −τv_z(dn/dT)(dT/dz), and that of the backward wave by the opposite amount. The net heat current is

J = −(dω/2π) c(ω) λ dT/dz, with λ = 2v_zτ = 2Λ cosθ,

where c = ħω dn/dT is the heat capacity of one mode. The factor 2 comes from the two directions. Summing over channels,

κ = 3 ∫ (dω/2π) c(ω) ∫ d²k∥/(2π)² λ.

For a uniform medium k∥ = k sinθ, so d²k∥ = 2πk² sinθ cosθ dθ, and the inner integral is

(k²/2π) · 2Λ ∫₀^(π/2) sinθ cos²θ dθ = k²Λ/(3π).

Hence κ = ∫ dω c k²Λ/(2π²). This is the kinetic formula CvΛ/3 applied frequency by frequency, because the heat capacity per unit frequency is 3ck²/(2π²v).

The length λ also has a meaning in terms of transmission. A channel through a sample of length L transmits a fraction T, with 1/T = 1 + L/λ. The 1 belongs to the contacts, and the sample itself contributes 1/T − 1. An interface can be entered in the same account.

**Why the alloy lets long waves through**

Write each mass as M̄(1 + ε), where ε averages to zero, has variance Γ, and is independent from site to site. Let D̂ be the spring operator divided by M̄. Newton's law is

(ω² − D̂)u = −ω²εu.

Solving by iteration and averaging, the first-order term vanishes. The second-order term joins two factors −ω²ε through the Green function of the uniform lattice, and survives only when both factors sit on the same site. A wave of unperturbed frequency ω_k therefore obeys, to second order,

ω² = ω_k² + Γω⁴G(ω²), G(x) = (1/N) Σ_k 1/(x + i0 − ω_k²).

The imaginary part of G counts the states into which the wave can scatter:

Im G = −(π/N) Σ_k δ(ω² − ω_k²) = −πD(ω)/(2ω),

with D the density of states per site and branch. If energy decays as exp(−t/τ), the amplitude decays at half that rate, so ω acquires the imaginary part −1/(2τ) and ω² the imaginary part −ω/τ. Equating the two gives, for weak contrast,

1/τ = (π/2) Γω²D(ω).

For long waves D = V0 · 4πk²/(2π)³ · dk/dω = V0ω²/(2π²v³), so that

1/τ = Aω⁴, A = V0Γ/(4πv³).

The force ω²ε of a wrong mass enters squared and gives ω⁴. Passing from ω² to ω removes two of these powers, and the number of states that can receive the scattered wave restores them.

Here ε = ±22.5/50.5, so Γ = 0.1985. With V0 = 0.02 nm³ and a mean-medium speed of 4.77 km/s, A = 2.92×10⁻⁴² s³. The mean free path due to disorder is 4.1 nm at 4 THz, 65 nm at 2 THz and 1050 nm at 1 THz.

This contrast is not weak, so the law was compared with the motion of plane waves in a cubic lattice of random masses. With unit spring, mean mass and spacing, a wave with ω_k = 1.257 decayed at the rate 0.0354. The weak-contrast formula with the lattice's own D gives 0.0496, which is 40% above the measured rate. The pole equation, which also lets the real part of ω² shift, gives 0.0362. At half the mass contrast the weak formula does better: 0.0124 against a measured 0.0114. The simple ω⁴ law gives 0.0395 at full contrast, 12% too high, because two errors partly cancel: it leaves out the lattice's larger density of states, which raises the rate, and also the frequency shift and its variation with frequency, which lower it. In the units of the model this test lies at about 3.5 THz. Up to there the law serves as an approximation of about that quality; at higher frequencies it is an extrapolation.

Phonons also scatter from one another, at a rate taken as Bω² with B = 1.5×10⁻¹⁶ s at 300 K. In the classical limit c = k_B, and the alloy conducts

κ = k_B/(2π²v) ∫₀^(ω_D) ω² dω/(Bω² + Aω⁴)
 = k_B/(2π²v) ∫₀^(ω_D) dω/(B + Aω²)
 = k_B arctan(ω_D√(A/B)) / (2π²v√(AB)).

The prefactor k_B/(2π²v) is 1.47×10⁻²⁸, √(AB) is 2.09×10⁻²⁹ and the arctangent is 1.47, all in SI units. The result is 10.3 W/(m K); quantum occupation lowers it to 10.1. The integrand falls to half its initial value at ω = √(B/A), or 1.14 THz, and slightly more than half of the heat flows below that frequency. The alloy's conduction thus rests on long waves, and anything that stops them costs it dearly.

**What a plane interface does differently**

Let a wave in the light, fast material A meet the heavy, slow material B at z = 0. The transverse wavevector is conserved, and the normal wavenumbers are q_j = √(ω²/v_j² − k∥²). Displacement and stress must be continuous. With equal stiffness this means

1 + r = t, q_A(1 − r) = q_B t.

Eliminating t gives q_A − q_B = r(q_A + q_B), so

r = (q_A − q_B)/(q_A + q_B), R = r².

At a fixed angle both wavenumbers are proportional to ω, and ω cancels. At normal incidence q ∝ √M, so r = (5.29 − 8.54)/(5.29 + 8.54) = −0.235 and R = 0.055. An interface reflects the same 5.5% of a 1 THz wave as of a 0.1 THz wave, whereas disorder scattering falls by a factor 10⁴ between them.

Reflection is stronger at oblique incidence. In addition, waves in the slow layers with k∥ > ω/v_A have no propagating partner in the fast layers, and a thick fast layer reflects them totally.

A real interface is not a mathematical step. Divide a linear ramp of width w into many small steps, each reflecting weakly. A reflection from position z carries the phase (q_A + q_B)z, taking the mean wavenumber on the ramp. Averaging over −w/2 < z < w/2 multiplies r by

sin X / X, X = (q_A + q_B)w/2.

The interface is therefore blind to its own blur as long as the wave is long compared with w. For a ramp of 20 lattice sites and a wavenumber of 0.05 per site in the mean medium, exact lattice scattering gives R = 0.0406, against 0.0399 from this formula.

**Many interfaces, with phase lost**

A layer bounded by two equal interfaces transmits

T = (1 − R)²/|1 − R e^(iφ)|²,

where φ is the phase of one round trip. Expanding 1/(1 − Re^(iφ)) in powers of R and averaging its squared modulus over φ leaves 1 + R² + R⁴ + … = 1/(1 − R²). Thus

T̄ = (1 − R)²/(1 − R²) = (1 − R)/(1 + R), 1/T̄ − 1 = 2R/(1 − R).

Each interface adds R/(1 − R). An average over layer thicknesses in an exact lattice calculation gave 1.998 such units for two interfaces.

If the phase is lost again between any two sections, their transmissions combine as T = T₁T₂/[1 − (1 − T₁)(1 − T₂)]. The denominator is T₁ + T₂ − T₁T₂, so 1/T = 1/T₁ + 1/T₂ − 1, and

1/T − 1 = (1/T₁ − 1) + (1/T₂ − 1).

The contributions add like resistances. There are two interfaces per period P, hence

1/λ = Σ_j f_j/(2Λ_j cosθ_j) + (2/P) R/(1 − R),

where f_j is the fraction of the length filled by medium j. Here each pure material fills 37.5% and the mixed zones, treated as alloy, fill 25%. This overstates their disorder if the composition really follows a linear ramp, which scatters on average only 0.68 times as strongly as the 50:50 alloy; the effect is sized in the last section. Adding the layers channel by channel is an approximation, since collisions also change k∥. Letting every collision redirect the wave at random raises the superlattice's conductivity by only 0.2 to 0.3 W/(m K).

At normal incidence the interfaces alone give λ = (2 nm)(0.945/0.055) = 34 nm. Disorder in the alloy gives the same λ = 2Λ when Λ = 17 nm, which happens at 2.80 THz. Call this frequency ω_x/2π. Below it sharp interfaces turn a normally incident wave back sooner than the disorder of a full alloy does. With a blur of 0.5 nm the factor (sin X/X)² lowers this crossing to about 2.3 THz; ω_x is kept as a simple boundary for the accounts.

Loss of phase is an assumption, but random spacing without loss of phase would not help these waves. In that case the logarithm of T gains −ln|1 − ρe^(iφ)|² at each junction, with ρ < 1, and this term averages to zero over φ. The mean of ln T for N interfaces is then N ln(1 − R). For 40 interfaces at random spacings the lattice gave a mean ln T of −2.58, a typical transmission near 0.08 (at the wavenumber used, the lattice has R = 0.062). Heat follows the mean transmission, which for random phases is about 0.20, still below the 0.27 obtained by adding resistances.

**Why the longest waves escape**

Perfect periodicity changes the result. Through a layer of thickness d = P/2, the pair (u, du/dz) is multiplied by the matrix with rows (cos qd, sin qd / q) and (−q sin qd, cos qd). The product for two layers has determinant 1, so its eigenvalues are e^(±iQP), and half its trace gives the Bloch wavenumber Q:

cos QP = cos a cos b − ½(q_A/q_B + q_B/q_A) sin a sin b,

with a = q_A d and b = q_B d. For long waves expand both sides to second order:

Q²P²/2 = (a² + b²)/2 + ½(q_A/q_B + q_B/q_A)ab.

Since ab(q_A/q_B + q_B/q_A) = d²(q_A² + q_B²), the right side is d²(q_A² + q_B²), and with d = P/2

Q² = (q_A² + q_B²)/2 = ω²/v² − k∥², 1/v² = (1/v_A² + 1/v_B²)/2.

This is a uniform medium with the mean mass, which has the alloy's sound speed. The reflections have not become weak one by one; they cancel one another. For 20 periods the lattice transmits 0.999 at kP = 0.5, where k = ω/v, although it contains about 40 interfaces. At kP = π the reflections add in phase, and it transmits 7×10⁻⁸.

At normal incidence the lower edge of the window is therefore set by the first Bragg condition, ω_c = πv/P, or 0.60 THz, which lies near the middle of the first gap (0.52 to 0.70 THz for sharp interfaces). Oblique waves meet their first Bragg condition at higher frequencies, but the model uses one edge for all angles; applying the condition angle by angle would raise the superlattice from 7.1 to about 7.4 W/(m K). If phase is lost above this edge, the interfaces hold back waves that are long compared with an atom but not long compared with the period.

The calculation uses Bloch waves below ω_c, with λ = 2τ dω/dQ, and interfaces without phase memory above it. The superlattice spectrum ends at the Debye cutoff of the slow material, 9.1 THz, above which the slow layers carry no waves. A layer misplaced by one atomic spacing, 0.27 nm, changes a reflected phase by 0.43 rad at ω_c and 2.0 rad at ω_x. This makes the switch plausible but does not fix its position.

**The balance of heat**

The contributions to κ, in W/(m K), are:

below 0.60 THz: alloy 3.37, superlattice 3.34
0.60 to 2.80 THz: alloy 4.90, superlattice 0.51
above 2.80 THz: alloy 1.86, superlattice 3.20

The first band hardly changes. For the longest waves both solids act as the same mean medium. Nearer ω_c two effects of about 0.2 W/(m K) each happen to cancel: the superlattice has less disorder, but its Bloch waves are slowed. The second loses 4.39. The third gains 1.34, since only a quarter of the superlattice is disordered while the whole alloy is. The net loss is 3.1, or 30% of the alloy's conductivity.

Reflection alone does not secure this result. With the same period but perfectly sharp interfaces, the superlattice conducts 10.4 W/(m K), a tie with the alloy at the accuracy of this model. Without mixed zones, short waves cross clean layers and make good what the window loses. In this example the superlattice wins because it has two obstacles: planes for the middle band, and some atomic disorder for the short waves.

The period matters as well. With the mixed width held at 0.5 nm, periods of 4, 8 and 20 nm give 7.1, 8.2 and 12.5 W/(m K). At 20 nm there are too few interfaces and too little mixing, and the alloy is the poorer conductor. If the 4 nm superlattice is perfectly sharp and phase survives at all frequencies, Bloch waves carry 21.6 W/(m K), twice the alloy's value.

**Beside real silicon-germanium**

The masses and speeds are rough values for silicon and germanium. Bulk alloys near equal composition conduct somewhat below 10 W/(m K) at room temperature, and short-period superlattices a few W/(m K), so the model lies on the high side for both. Using one B for all layers gives each pure material 67 W/(m K) in the classical limit, close to germanium but less than half of silicon's value.

Where phase memory ends is uncertain. Moving the switch from ω_c to 2ω_c raises the superlattice to 8.2 W/(m K), still below the alloy. Moving it as far as ω_x gives 9.9, and the difference almost vanishes. If phase survives at all frequencies, with the disorder of the same mixed zones, the value is 8.8. These figures use the Bloch waves of sharp interfaces. With the 0.5 nm ramp in the Bloch waves as well, the switch at ω_x gives 10.1 and full coherence 9.9, both ties with the alloy. If the mixed zones are also given the weaker disorder of a linear ramp, the values for a switch at ω_c, a switch at ω_x and full coherence become 8.1, 11.6 and 11.4, the last two above the alloy. The size of the difference, and even its sign, therefore depends on where phase is lost and on how disordered the mixed zones are. The formula used for reflection at the blurred interface matters less: solving the wave equation on the ramp at every angle, instead of using the weak-reflection factor sin X / X, lowers the superlattice from 7.1 to 6.8 W/(m K). Real films are also thin: a thickness of 1 µm limits the paths of the longest waves, and the values become 5.6 for the alloy and 4.0 for the superlattice. Thick samples at 400 K give 8.7 and 6.1. For thick samples at 300 K, restricting the spectrum to the acoustic modes of a two-atom cell gives 10.0 and 6.5. Forbidding disorder mean free paths shorter than an atomic spacing gives 10.4 and 7.1. Tunnelling of the totally reflected waves through the fast layers adds at most 0.007 W/(m K) above ω_c when phase is lost and the interfaces are sharp.

Strain from the lattice mismatch, dislocations, the true phonon dispersion and frequency-changing scattering at interfaces are left out, and their effect has not been sized. For a heat-blocking layer the model favours, among the three periods compared, 4 nm, with mixed rather than sharp interfaces. The same choice follows if phase survives at all frequencies: mixed interfaces then give 8.8, 9.8 and 12.2 W/(m K) for 4, 8 and 20 nm with the Bloch waves of sharp interfaces, and 9.9, 11.6 and 15.1 with the ramp included in them. With the switch at ω_c, a still shorter period does not block more heat: 3 and 2 nm give 7.2 and 7.9 W/(m K), because ω_c rises as 1/P and more of the heat then travels in Bloch waves. For a superlattice that must carry heat away, the model favours long periods or very perfect layers. The main values are in the numerical output below.

Values computed for the example and the checks

```
masses 28, 73 u; atomic volume 0.02 nm^3
speeds fast, slow, mean medium: 6.40, 3.96, 4.77 km/s
anharmonic coefficient B at 300 K: 1.50e-16 s
period 4.0 nm, mixed width 0.5 nm per interface
atomic spacing 0.271 nm; Debye wavenumber 14.36 1/nm
mass variance Gamma 0.1985; A 2.919e-42 s^3
plane-wave decay in random-mass lattice (lattice units):
full contrast, omega 0.794, shifted to 0.782:
  measured 0.00595, pole 0.00608, golden rule 0.00683, omega^4 law 0.00629
full contrast, omega 1.257, shifted to 1.211:
  measured 0.03538, pole 0.03615, golden rule 0.04960, omega^4 law 0.03948
half contrast, omega 1.257: measured 0.01140, golden rule 0.01240
measured power of omega in decay rate: 3.88
normal-incidence reflection R: 0.0553
20-site ramp: R exact 0.0406, formula 0.0399
phase-averaged layer: R/(1-R) counted 1.998 times
40 random interfaces: mean ln T -2.58, law -2.56
40 interfaces, phase lost: T 0.274
20 periods, kP=0.5: T 0.9990; kP=pi: T 6.6e-08
Bloch / mean-medium heat flow at 0.1 omega_c: 0.9998
alloy disorder mean free path at 0.5 THz: 1.676e+04 nm
alloy disorder mean free path at 1.0 THz: 1047 nm
alloy disorder mean free path at 2.0 THz: 65.47 nm
alloy disorder mean free path at 4.0 THz: 4.092 nm
interface backscattering length, normal: 34.2 nm
half-heat frequency sqrt(B/A)/2pi: 1.14 THz
window omega_c/2pi 0.60 THz to omega_x/2pi 2.80 THz
pure-layer classical conductivity: 67.0 W/(m K)
alloy: 10.14 W/(m K); classical closed form 10.29 W/(m K)
superlattice: 7.05 W/(m K); ratio 0.695
below window: alloy 3.37, superlattice 3.34 W/(m K)
inside window: alloy 4.90, superlattice 0.51 W/(m K)
above window: alloy 1.86, superlattice 3.20 W/(m K)
period 4 nm: mixed 7.05, sharp 10.36 W/(m K)
period 8 nm: mixed 8.17, sharp 12.20 W/(m K)
period 20 nm: mixed 12.52, sharp 16.49 W/(m K)
perfect coherent sharp superlattice: 21.6 W/(m K)
coherence kept up to 2 omega_c: 8.23 W/(m K)
tunnelling adds at most 0.007 W/(m K)
phase error 2k*(one atomic spacing) at omega_c, omega_x: 0.43, 2.00 rad
1 um film: alloy 5.61, superlattice 3.96 W/(m K)
400 K: alloy 8.73, superlattice 6.14 W/(m K)
acoustic-only cutoff: alloy 9.98, superlattice 6.53 W/(m K)
disorder path floor: alloy 10.35, superlattice 7.14 W/(m K)
```
